# Inversion-layer centroid and equivalent oxide thickness with a bias-dependent centroid

## A sheet of charge that can move

Suppose that all the mobile electrons of a gate stack lie in one thin sheet at depth $a$ below the insulator–semiconductor interface, and that the semiconductor holds no other charge. The sheet has $N$ electrons per area, and the gate carries the opposite charge $eN$ per area, with $e>0$. In Gaussian units the displacement between gate and sheet is $4\pi eN$, so the field between interface and sheet is $4\pi eN/\varepsilon_s$, where $\varepsilon_s$ is the semiconductor permittivity. Beyond the sheet the field is zero. The voltage dropped in the semiconductor is therefore

$$\psi=\frac{4\pi e}{\varepsilon_s}\,Na .$$

Now raise the gate bias a little. If the sheet gains $dN$ electrons and also moves by $da$, then

$$d\psi=\frac{4\pi e}{\varepsilon_s}\,(a\,dN+N\,da).$$

The first term is the voltage needed to add charge at depth $a$. The second is the change of voltage caused by moving the charge already there; it is negative if the sheet moves towards the gate. A small-signal measurement sees the length $d\psi/dN$ in units of $4\pi e/\varepsilon_s$, which is $a+N\,da/dN$ and not $a$.

A real inversion layer has a spread-out density, and depleted acceptors lie within it and behind it. Two derivations show what remains of this simple result.

## Conventions

The semiconductor is p-type and fills $z>0$; the metal gate surface is at $z=-t$, and insulating layers of thickness $t_i$ and permittivity $\varepsilon_i$ lie between. All quantities depend on $z$ alone. The electron density is $n(z)$, with

$$N=\int_0^\infty n\,dz,\qquad z_I=\frac1N\int_0^\infty z\,n\,dz .$$

The acceptors, of uniform density $N_A$, are fully ionized and uncompensated by holes down to a sharp edge $w$, and the material beyond is neutral. The depletion charge is $-eN_d$ per area, with $N_d=N_Aw$. There are no interface traps, and any fixed charge in the insulator does not change with bias.

Equivalent oxide thickness (EOT) is the thickness of a reference insulator of permittivity $\varepsilon_r=3.9$ that would have the same capacitance. For the insulating stack it is

$$T=\varepsilon_r\sum_i\frac{t_i}{\varepsilon_i}.$$

A length $L$ in the semiconductor counts as $(\varepsilon_r/\varepsilon_s)L$ on this scale.

## First derivation: integrate the whole field, then vary the bias

The charge density in the semiconductor is $\rho=-e(n+N_A)$ for $z<w$, and the field vanishes deep in the bulk. Gauss's law, $\varepsilon_s\,dF/dz=4\pi\rho$, integrated from $z$ to the bulk gives $-\varepsilon_sF(z)=4\pi\int_z^\infty\rho\,dz'$, or

$$F(z)=\frac{4\pi e}{\varepsilon_s}\left[\int_z^\infty n(z')\,dz'+N_A(w-z)\right],\qquad 0<z<w .$$

Here the tail of $n$ beyond $w$ is negligible. The field is positive: it points from the gate into the semiconductor. The band bending $\psi_s=\phi(0)-\phi(\infty)$ is the integral of $F$, since $F=-d\phi/dz$. For the electron part, exchange the order of integration. An electron layer at $z'$ contributes to the field at every $z$ between $0$ and $z'$, so

$$\int_0^\infty dz\int_z^\infty n(z')\,dz'=\int_0^\infty n(z')\left[\int_0^{z'}dz\right]dz'=\int_0^\infty z'n(z')\,dz'=Nz_I .$$

The acceptor part is $N_A\int_0^w(w-z)\,dz=N_Aw^2/2=N_dw/2$. Hence

$$\psi_s=\frac{4\pi e}{\varepsilon_s}\left(Nz_I+\frac{N_dw}{2}\right).$$

Only the first moment of the electron density has entered. A broad layer and a thin sheet at the same centroid cause the same drop.

Let $Q=e(N+N_d)$. By neutrality this is the gate charge, apart from a constant if the insulator holds fixed charge. Without fixed charge the field in insulator $i$ is $4\pi Q/\varepsilon_i$. Fixed insulator charge and the work-function difference add a constant, which is absorbed in the flat-band voltage $V_{FB}$. Thus

$$V-V_{FB}=\frac{4\pi e}{\varepsilon_r}T(N+N_d)+\frac{4\pi e}{\varepsilon_s}\left(Nz_I+\frac{N_dw}{2}\right).$$

Now vary $V$. Because $w=N_d/N_A$, the depletion moment is $N_d^2/(2N_A)$, and its variation is $(N_d/N_A)\,dN_d=w\,dN_d$. The factor $1/2$ disappears because new acceptor charge is uncovered at the edge $w$, while the average depth of the existing charge is $w/2$. Therefore

$$dV=\frac{4\pi e}{\varepsilon_r}T(dN+dN_d)+\frac{4\pi e}{\varepsilon_s}\left(z_I\,dN+N\,dz_I+w\,dN_d\right).\tag{1}$$

The capacitance per area is $C=dQ/dV$. This is the quasi-static capacitance of the gate: the inversion electrons must follow the signal, as they do at low frequency or when a source and drain supply them. Define $s=dN/(dN+dN_d)$, the share of the added charge that goes into the inversion layer. Dividing (1) by $dQ=e(dN+dN_d)$ and multiplying by $\varepsilon_r/4\pi$ gives

$$\frac{\varepsilon_r}{4\pi C}=T+\frac{\varepsilon_r}{\varepsilon_s}\left[s\left(z_I+N\frac{dz_I}{dN}\right)+(1-s)\,w\right].\tag{2}$$

The derivative is taken along the actual bias path, on which $N_d$ may also change. The centroid contribution per added inversion electron is

$$\Delta T=\frac{\varepsilon_r}{\varepsilon_s}\frac{d(Nz_I)}{dN}=\frac{\varepsilon_r}{\varepsilon_s}\left(z_I+N\frac{dz_I}{dN}\right).\tag{3}$$

Per unit of total gate charge it is $s\,\Delta T$.

## Second derivation: weigh the added charge

Take two neighbouring bias states and look at their difference. Let $\delta\rho$ be the change of charge density outside the gate, and $\delta D$ the change of displacement, so that $d(\delta D)/dz=4\pi\,\delta\rho$. Define a weight

$$g(z)=\int_{-t}^{z}\frac{dz'}{\varepsilon(z')},$$

which vanishes at the gate surface and obeys $dg/dz=1/\varepsilon$. Multiply Gauss's law by $g$ and integrate by parts from the gate surface to a point $b$ in the neutral bulk:

$$4\pi\int_{-t}^{b}g\,\delta\rho\,dz=\Big[g\,\delta D\Big]_{-t}^{b}-\int_{-t}^{b}\frac{\delta D}{\varepsilon}\,dz .$$

The boundary term is zero: $g=0$ at the gate, and $\delta D=0$ in the bulk. In the last integral $\delta D/\varepsilon=\delta F$, whose integral from gate to bulk is the change $\delta V$ of the voltage. Hence

$$\delta V=-4\pi\int_{-t}^{b}g\,\delta\rho\,dz .\tag{4}$$

Each added layer of negative charge at $z$ acts with its image on the gate as a parallel-plate capacitor, and $4\pi g(z)$ is the inverse capacitance per area of that capacitor. The voltages add.

In the semiconductor $g(z)=T/\varepsilon_r+z/\varepsilon_s$. The added charge is $-e\,\delta n(z)$, together with $-e\,\delta N_d$ at the depletion edge. To first order, (4) becomes

$$\delta V=4\pi e\left[\frac{T}{\varepsilon_r}(\delta N+\delta N_d)+\frac{1}{\varepsilon_s}\left(\int_0^\infty z\,\delta n\,dz+w\,\delta N_d\right)\right].$$

The remaining integral is the change of the first moment, $\int z\,\delta n\,dz=\delta(Nz_I)=z_I\,\delta N+N\,\delta z_I$. This is (1) again, and (2) and (3) follow as before.

The square bracket in (2) now has a direct meaning: it is the centroid of the added charge, with the rearrangement of the old electrons included in $\delta n$.

## What each derivation assumes

Neither derivation uses quantum mechanics. The density $n$ may come from one subband, many subbands or a classical model; the model decides the value of $z_I$ and how it moves, while electrostatics decides how these enter the capacitance.

The first derivation needs the whole charge distribution and a linear relation $D=\varepsilon F$ from zero field up to the operating field. In return it gives the static drop $4\pi eNz_I/\varepsilon_s$ as well as the capacitance. The second needs linearity for the small change alone, with $\varepsilon$ the local differential permittivity, and charge that does not change never appears. If this permittivity varies with depth in the semiconductor, (4) still holds, but (2) and (3), which use a single $\varepsilon_s$, do not. With linearity for the small change alone, the second derivation does not give the static drop; if $D=\varepsilon F$ is linear all the way from flat band, (4) applied to the whole charge gives it as well. The second derivation does not need uniform doping: new depletion charge appears at $w$ whatever the doping profile nearer the interface.

The second form also shows how to repair the result when an assumption fails. If traps at the interface change their charge, that charge enters (4) with weight $g(0)=T/\varepsilon_r$. If electrons penetrate the insulator, their part of $\delta n$ takes the value of $g$ there. If the gate is itself a semiconductor, the change of its band bending must be added to $\delta V$.

## The same result in terms of gate bias

Since $N$ and $z_I$ are both functions of $V$ along the bias path,

$$N\frac{dz_I}{dN}=N\,\frac{dz_I/dV}{dN/dV}.$$

Divide (1) by $dV$ and take the term with $dz_I$ to the left:

$$1-\frac{4\pi eN}{\varepsilon_s}\frac{dz_I}{dV}=4\pi e\left[\left(\frac{T}{\varepsilon_r}+\frac{z_I}{\varepsilon_s}\right)\frac{dN}{dV}+\left(\frac{T}{\varepsilon_r}+\frac{w}{\varepsilon_s}\right)\frac{dN_d}{dV}\right].\tag{5}$$

If the centroid moves towards the interface, $dz_I/dV<0$ and the left side exceeds one. For given $z_I$, $w$ and $dN_d/dV$, the channel response $dN/dV$ is then larger than it would be with a frozen centroid.

## Two limits of the centroid motion

Consider first one subband with no depletion charge, in the Hartree approximation, with a hard wall at $z=0$ and effective mass $m^*$. With the potential energy set to zero at the interface,

$$-\frac{\hbar^2}{2m^*}\frac{d^2\chi}{dz^2}+U\chi=E\chi,\qquad U(z)=\frac{4\pi e^2N}{\varepsilon_s}\int_0^z dz'\int_{z'}^\infty\chi^2\,dz'' .$$

Set $z=\ell x$ and $\chi=\ell^{-1/2}f(x)$, which keeps the normalization. The inner integral has no dimension, and the outer one supplies a factor $\ell$, so $U=(4\pi e^2N\ell/\varepsilon_s)\,u(x)$. Multiplying the wave equation by $2m^*\ell^2/\hbar^2$ gives

$$-\frac{d^2f}{dx^2}+\frac{8\pi m^*e^2N\ell^3}{\varepsilon_s\hbar^2}\,u f=\eta f .$$

The choice $\ell^3=\varepsilon_s\hbar^2/(8\pi m^*e^2N)$ removes $N$ from the problem. Thus $z_I\propto\ell\propto N^{-1/3}$, which gives $N\,dz_I/dN=-z_I/3$ and

$$\Delta T=\frac23\,\frac{\varepsilon_r}{\varepsilon_s}z_I .$$

In this model, one third of the static value is lost through the motion. The self-consistent calculation at $N=10^{13}\ \mathrm{cm^{-2}}$ gives the ratio 0.667.

The opposite limit is $N\to0$ at fixed $N_d$. The depletion field alone then shapes the well, $z_I$ tends to a constant, and $N\,dz_I/dN\to0$. The static and differential lengths agree. Along the bias path $N_d$ changes as well, which leaves a small difference between them, of relative order $kT/(e\psi_s)$.

## Where quantum capacitance enters

Measure the Fermi energy $\mu$ from the conduction-band edge at the interface. In the bulk the edge is higher by $e\psi_s$, and it lies a fixed energy $\Delta$ above the Fermi level. In equilibrium, therefore, $e\psi_s=\mu+\Delta$, and the semiconductor part of (2) can also be written

$$\frac{\varepsilon_r}{4\pi}\frac{d\psi_s}{dQ}=\frac{\varepsilon_r}{4\pi e^2}\,\frac{d\mu}{d(N+N_d)} .$$

Writing $\mu=E_0+\zeta$, with $E_0$ the lowest subband energy, divides this length into a subband shift and a filling part. From here on $D$ denotes a density of states, not the displacement. For one subband with $D=m^*/(\pi\hbar^2)$, spin included, $N=DkT\ln(1+e^{\zeta/kT})$. Solving for $\zeta$ and differentiating,

$$\zeta=kT\ln\!\left(e^{N/DkT}-1\right),\qquad \frac{d\zeta}{dN}=\frac{1}{D\left(1-e^{-N/DkT}\right)} .$$

At high filling this is $1/D$, the inverse of the quantum capacitance $e^2D$ apart from the factor $e^2$.

The filling part must not be added to (2). Centroid plus depletion, and shift plus filling, are two divisions of the same length. This rests on the neutral bulk, which ties the potential behind the layer to the Fermi level. A fully depleted thin body has no such bulk: the potential at its back floats, (2) with $s=1$ does not apply, and when the field at the back is zero the semiconductor length is shift plus filling, $(\varepsilon_r/4\pi e^2)\,d\mu/dN$. Equating them shows how the depletion term is related to the filling:

$$\frac{4\pi e^2}{\varepsilon_s}\,w\,dN_d=d\mu-\frac{4\pi e^2}{\varepsilon_s}\,d(Nz_I).$$

Since $d\mu=dE_0+d\zeta$, the depletion term equals the filling part $d\zeta$ plus the difference between the subband shift $dE_0$ and the centroid term. The two divisions therefore do not match term by term. A small $dN_d$ matters because it is multiplied by the large length $w$.

At very low density this term takes over. There $d\zeta\approx kT\,dN/N$, and, up to corrections of relative order $z_I/w$,

$$\frac{dN_d}{dN}\approx\frac{\varepsilon_s kT}{4\pi e^2wN},$$

which grows without limit as $N\to0$. Then $s\to0$, and the total thickness tends to $T+(\varepsilon_r/\varepsilon_s)w$: the gate sees the depletion edge. Here $w$ is the width at the given bias, and it shrinks as the bias is lowered further.

## A worked example

The parameters are round model values: $m^*=0.3m$ (isotropic, one valley), $\varepsilon_s=12$, $N_A=10^{18}\ \mathrm{cm^{-3}}$, $\Delta=1$ eV and 300 K. The insulators are 0.5 nm with permittivity 3.9 and 2 nm with permittivity 20, so

$$T=0.5+\frac{3.9}{20}\times2=0.89\ \mathrm{nm}.$$

Five subbands are solved self-consistently with Poisson's equation. Exchange, correlation, image forces and penetration into the insulator are left out. The numbers below are not those of silicon, whose (100) surface has several valleys and a heavier mass normal to the interface in the lowest of them, which brings the centroid closer to the interface. At the highest density used, the field at the semiconductor surface is about 2 MV/cm and the Fermi level lies 0.44 eV above the band edge at the interface, where a constant mass is only a model.

At $N=10^{13}\ \mathrm{cm^{-2}}$ the centroid is at 1.649 nm and $N\,dz_I/dN=-0.248$ nm. With $\varepsilon_r/\varepsilon_s=0.325$,

$$\Delta T=0.325\,(1.649-0.248)=0.455\ \mathrm{nm},$$

against a static value of $0.325\times1.649=0.536$ nm. The ratio is 0.85, between the two limits found above.

The inversion share is $s=0.99385$, and $w=39.84$ nm. The two semiconductor terms in (2) are

$$0.99385\times0.455=0.452\ \mathrm{nm},\qquad 0.325\times0.00615\times39.84=0.080\ \mathrm{nm}.$$

The total is $0.890+0.452+0.080=1.422$ nm, in agreement with the thickness found from finite changes of charge and voltage. The capacitance is $2.43\ \mathrm{\mu F/cm^2}$. Using the static centroid instead would add 0.080 nm and lower the capacitance by about 5% relative to this value.

The other division gives $0.357+0.175=0.532$ nm, the same as $0.452+0.080$. With $D=1.253\ \mathrm{eV^{-1}\,nm^{-2}}$ and $e^2=1.440$ eV nm, the quantum-capacitance length is

$$\frac{\varepsilon_r}{4\pi e^2D}=\frac{3.9}{4\pi\times1.440\times1.253}=0.172\ \mathrm{nm}.$$

Adding it to the complete total would overestimate the thickness by about 12%.

In the bias form (5), $dz_I/dV=-0.373$ nm/V and $4\pi eN/\varepsilon_s=0.151$ V/nm, so the left side is $1+0.151\times0.373=1.056$. The channel response is 6.0% above the frozen-centroid value at the same $dN_d/dV$. This is more than the 5.6% by which the left side exceeds one, because part of the voltage change on the right of (5) belongs to the depletion charge.

Between $N=2\times10^{12}$ and $10^{13}\ \mathrm{cm^{-2}}$ the total thickness falls from 1.712 to 1.422 nm, by 0.290 nm. The inversion term $s\,\Delta T$ supplies $0.584-0.452=0.132$ nm of this fall, and the depletion term supplies $0.238-0.080=0.158$ nm. In this model, then, more than half of the change with bias comes from a term in which the depletion charge takes less than 2% of the added charge. The numerical output gives the intermediate density as well.

## Computed results

```
Mass: 0.3 m_e; eps_s: 12.0; eps_ref: 3.9
Acceptor density: 1.0e+18 cm^-3
Bulk band edge minus Fermi level: 1.00 eV
Temperature: 300 K; kT: 0.02585 eV
Insulator: 0.50 nm, permittivity 3.9
Insulator: 2.00 nm, permittivity 20.0
EOT of insulating stack: 0.8900 nm
e^2: 1.43996 eV nm; 4 pi e^2/eps_s: 1.50793 eV nm
Density of states per subband: 1.2532 eV^-1 nm^-2
--- N = 2.0e+12 cm^-2
V-V_FB: 1.4585 V; N_d: 3.9149e+12 cm^-2
Centroid z_I: 1.9451 nm; depletion width: 39.149 nm
Inversion drop: 0.0587 V; depletion: 1.1556 V
Poisson band bending: 1.2142 V
N dz_I/dN: -0.1140 nm; dz_I/dV: -0.7044 nm/V
Static centroid EOT: 0.6322 nm
Moving centroid EOT: 0.5951 nm
s: 0.98130; s times moving EOT: 0.5840 nm
Depletion EOT term: 0.2379 nm
Subband shift: 0.4563 nm; filling: 0.3656 nm
Total thickness from dQ/dV: 1.7119 nm
Capacitance: 2.0172 microF/cm^2
Channel response, moving/frozen: 1.0250
--- N = 5.0e+12 cm^-2
V-V_FB: 1.6819 V; N_d: 3.9498e+12 cm^-2
Centroid z_I: 1.8044 nm; depletion width: 39.498 nm
Inversion drop: 0.1360 V; depletion: 1.1762 V
Poisson band bending: 1.3123 V
N dz_I/dN: -0.1957 nm; dz_I/dV: -0.5536 nm/V
Static centroid EOT: 0.5864 nm
Moving centroid EOT: 0.5228 nm
s: 0.99196; s times moving EOT: 0.5186 nm
Depletion EOT term: 0.1033 nm
Subband shift: 0.4065 nm; filling: 0.2153 nm
Total thickness from dQ/dV: 1.5119 nm
Capacitance: 2.2840 microF/cm^2
Channel response, moving/frozen: 1.0450
--- N = 1.0e+13 cm^-2
V-V_FB: 2.0227 V; N_d: 3.9838e+12 cm^-2
Centroid z_I: 1.6487 nm; depletion width: 39.838 nm
Inversion drop: 0.2486 V; depletion: 1.1966 V
Poisson band bending: 1.4452 V
N dz_I/dN: -0.2479 nm; dz_I/dV: -0.3734 nm/V
Static centroid EOT: 0.5358 nm
Moving centroid EOT: 0.4553 nm
s: 0.99385; s times moving EOT: 0.4525 nm
Depletion EOT term: 0.0797 nm
Subband shift: 0.3572 nm; filling: 0.1750 nm
Total thickness from dQ/dV: 1.4222 nm
Capacitance: 2.4281 microF/cm^2
Channel response, moving/frozen: 1.0599
No depletion, N = 1.0e+13 cm^-2: z_I = 2.1286 nm
Differential/static centroid length: 0.6667
```
